# Through-plane heat conduction in oxide crossed by copper vias

## The problem

A flat layer of oxide in a chip has thermal conductivity $k_{ox}=1.4$ W/(m K). Straight copper vias with $k_{cu}=400$ W/(m K) run through it from the bottom face to the top face. They occupy a fraction $f=0.01$ of the area.

(a) What is the through-plane conductivity $k_z$ of the layer?

(b) The layer is 5 µm thick and carries a mean heat flux of $10^6$ W/m² (100 W/cm²). What is the temperature drop across it, and what would it be in plain oxide?

(c) How does the answer to (a) change if each via is interrupted by a thin oxide gap, or if the heat enters the top face with uniform flux?

Conduction is steady and follows Fourier's law, $\mathbf q=-k\nabla T$, with a constant conductivity in each material. No heat is produced inside the layer. For (a) and (b), each face has one uniform temperature. The side walls of the piece considered pass no heat, as holds for the symmetry planes of a regular array.

The through-plane conductivity is defined by the total heat flow $Q$ between the faces,

$$Q=k_z A\,\frac{\Delta T}{L},$$

where $A$ is the full area, copper and oxide together, $L$ is the thickness, and $\Delta T$ is the positive difference between the face temperatures.

## A tempting solution

The layer is one percent copper and ninety-nine percent oxide. Heat crossing it meets both materials, and each resists the flow. The resistance of a slab of unit area is its thickness divided by its conductivity, so one assigns the thickness $fL$ to copper and $(1-f)L$ to oxide and adds:

$$\frac{L}{k}=\frac{fL}{k_{cu}}+\frac{(1-f)L}{k_{ox}}.$$

Dividing by $L$ and inserting the numbers gives

$$\frac1k=\frac{0.01}{400}+\frac{0.99}{1.4}=0.000025+0.707143,$$

in m K/W, and hence $k=1.414$ W/(m K). The result looks reasonable: a trace of copper makes a trace of difference.

## Where it goes wrong

Resistances add when the same heat passes through one material and then through the other. The calculation therefore describes a flat copper sheet of thickness $0.01L$ lying across the heat flow. For that sheet it is correct: the flux $q$ is the same in both materials, the temperature drops are $qfL/k_{cu}$ and $q(1-f)L/k_{ox}$, and their sum is $\Delta T$.

In the vias, the same amount of copper is arranged differently. Heat that enters the top of a via can reach the bottom face without crossing any oxide. The two materials share the temperature difference $\Delta T$, and it is their heat flows that add.

A limiting case exposes the fault. Let the copper conduct perfectly, $k_{cu}\to\infty$. The series formula then gives $k\to k_{ox}/(1-f)$, which is still 1.414 W/(m K) to four digits. Yet a perfectly conducting via joining the two faces would carry unlimited heat at a fixed temperature difference. The formula cannot describe a continuous via.

## The right solution

### The temperature field

Saying that the paths are parallel is not yet a proof, because heat might also pass sideways between oxide and copper. The temperature field settles this. Let $z$ run from the cold bottom face, $z=0$, to the hot top face, $z=L$, and try the same linear profile in both materials:

$$T(z)=T_{cold}+\Delta T\,\frac zL .$$

It has to meet four requirements.

1. In each material, steady conduction without sources requires $\nabla^2T=0$. The second derivative of a linear function is zero, so this holds.
2. At the faces, $T(0)=T_{cold}$ and $T(L)=T_{cold}+\Delta T$, as prescribed.
3. At a via wall the temperature must be continuous. It is, since both sides have the same $T$ at the same height.
4. At a via wall the heat leaving one material must enter the other. The wall is vertical, so its normal $\mathbf n$ is horizontal, while $\nabla T$ points along $z$. Thus $k\,\mathbf n\cdot\nabla T=0$ on both sides, and the fluxes match in spite of the very different conductivities. The outer side walls pass no heat for the same reason.

No other solution exists. Suppose there were two, with difference $\theta$. Then $\theta=0$ on both faces, no flux $k\nabla\theta$ leaves through the sides, and $\nabla\cdot(k\nabla\theta)=0$ inside. Multiply the last equation by $\theta$ and integrate over the volume. The product rule and the divergence theorem give

$$0=\int\theta\,\nabla\cdot(k\nabla\theta)\,dV=\oint\theta\,k\nabla\theta\cdot\mathbf n\,dS-\int k|\nabla\theta|^2dV .$$

Contributions from the via walls cancel, because $\theta$ and its normal flux are continuous there. The outer surface integral vanishes by the boundary conditions. What remains is $\int k|\nabla\theta|^2dV=0$. Since $k>0$, $\theta$ is constant, and being zero on the faces it is zero everywhere.

The shape, size and position of the vias did not enter. The walls need only be vertical from face to face. A thermal resistance at the via wall would not matter either, since no heat crosses that wall. All this holds for a given $k_{cu}$. In real vias about 0.1 µm wide or narrower, electrons scatter at the walls and at grain boundaries so often that $k_{cu}$ itself is well below the bulk value, and the lower value must then be used in the formula.

### Adding the heat flows

The temperature gradient is $\Delta T/L$ everywhere, so the downward fluxes have the magnitudes

$$q_{cu}=k_{cu}\frac{\Delta T}{L},\qquad q_{ox}=k_{ox}\frac{\Delta T}{L}.$$

Copper occupies the area $fA$ and oxide the area $(1-f)A$. The total heat flow is

$$Q=fA\,q_{cu}+(1-f)A\,q_{ox}=\left[f k_{cu}+(1-f)k_{ox}\right]A\,\frac{\Delta T}{L}.$$

Comparison with the definition of $k_z$ gives

$$k_z=f k_{cu}+(1-f)k_{ox}.$$

### Answer to (a)

The copper term is $0.01\times400=4.000$ W/(m K), and the oxide term is $0.99\times1.4=1.386$ W/(m K). Therefore

$$k_z=4.000+1.386=5.386\approx5.39\ \text{W/(m K)},$$

or 0.0539 W/(cm K). Replacing $1-f$ by 1 would give 5.40 instead: the oxide displaced by copper affects the third digit.

The layer conducts $5.386/1.4=3.85$ times as well as plain oxide. Copper carries the share $4.000/5.386=74.3$ percent of the heat through one percent of the area. The reason is that the small area fraction is multiplied by a large conductivity. The two materials carry equal heat when $fk_{cu}=(1-f)k_{ox}$, that is, when $f/(1-f)=k_{ox}/k_{cu}$. Here the left side is about 0.010 and the right side 0.0035, so copper dominates.

The formula has the proper limits: $f=0$ gives $k_{ox}$ and $f=1$ gives $k_{cu}$. Between them $k_z$ rises linearly with $f$.

A numerical solution of the heat equation, in which the linear profile was not assumed, gives 5.386 W/(m K) for a round via. It gives the same value for scattered square vias, two of which touch. With the copper laid as a flat sheet it gives 1.414 W/(m K), in agreement with the series rule. These values are in the numerical output.

### How far apart the two rules are

Write $k_\parallel$ for the parallel result and $k_s$ for the series result. Their ratio is

$$\frac{k_\parallel}{k_s}=\left[fk_{cu}+(1-f)k_{ox}\right]\left[\frac f{k_{cu}}+\frac{1-f}{k_{ox}}\right].$$

Multiplying out gives

$$\frac{k_\parallel}{k_s}=f^2+(1-f)^2+f(1-f)\left(\frac{k_{cu}}{k_{ox}}+\frac{k_{ox}}{k_{cu}}\right).$$

Since $f^2+(1-f)^2=1-2f(1-f)$, this becomes

$$\frac{k_\parallel}{k_s}=1+f(1-f)\,\frac{(k_{cu}-k_{ox})^2}{k_{cu}k_{ox}} .$$

The added term is never negative, so the parallel arrangement conducts at least as well as the series one. For similar conductivities the two rules nearly agree, and the wrong choice would do little harm. Here the ratio is $5.386/1.414=3.81$.

### Answer to (b)

Let $q=Q/A$ be the mean flux. The definition of $k_z$ gives $\Delta T=qL/k_z$. The product $qL$ is $10^6\times5\times10^{-6}=5$ W/m, so

$$\Delta T=\frac{5}{5.386}=0.928\ \text{K},\qquad \Delta T_{oxide}=\frac5{1.4}=3.571\ \text{K}.$$

The vias remove about 2.64 K of the drop at this flux.

The local fluxes follow from $\Delta T/L=q/k_z$:

$$q_{cu}=10^6\times\frac{400}{5.386}=7.43\times10^7\ \text{W/m}^2,$$

$$q_{ox}=10^6\times\frac{1.4}{5.386}=2.60\times10^5\ \text{W/m}^2 .$$

Weighted by area, they return the mean: $0.01\times7.43\times10^7+0.99\times2.60\times10^5\approx1.00\times10^6$ W/m². The flux in the via is about 74 times the mean. Whatever lies above the layer must be able to gather heat toward the vias at this rate, which is what the condition of uniform face temperature silently demands.

## Answer to (c): when the conditions fail

The parallel rule contains no lengths. In the two cases below, lengths matter. Take a via of diameter 1 µm in a round cell of diameter 10 µm, so that $f=(1/10)^2=0.01$. The round cell stands in for the repeating cell of an array. The thickness remains 5 µm.

### An oxide gap in the via

Let each via be cut at mid-height by an oxide gap of thickness $g=0.1$ µm, with both faces still isothermal. The field is no longer linear, but the apparent conductivity $k$ can be enclosed between two bounds.

**Lower bound.** Let $\mathbf q$ be the true flux and $\mathbf q+\mathbf p$ any other source-free flux with the same total $Q$ and no flow through the sides. Then

$$\int\frac{|\mathbf q+\mathbf p|^2}{k}dV=\int\frac{|\mathbf q|^2}{k}dV+2\int\frac{\mathbf q\cdot\mathbf p}{k}dV+\int\frac{|\mathbf p|^2}{k}dV,$$

where $k$ under the integrals is the local conductivity. Because $\mathbf q/k=-\nabla T$ and $\nabla\cdot\mathbf p=0$, the middle integral is $-\oint T\,\mathbf p\cdot\mathbf n\,dS$. It vanishes, since $T$ is constant on each face and $\mathbf p$ carries no net heat through either. The true flux thus makes the integral smallest. Its value is $Q\Delta T$, by the same use of the divergence theorem. At given $Q$, any trial flux therefore gives too large a $\Delta T$, and so too low a conductivity.

As a trial, forbid sideways flow, so that via column and oxide act as separate parallel paths. The column has, per unit area, the resistance

$$\frac{L-g}{k_{cu}}+\frac g{k_{ox}}=\frac{4.9\times10^{-6}}{400}+\frac{0.1\times10^{-6}}{1.4}=(1.23+7.14)\times10^{-8}\ \text{m}^2\text{K/W}.$$

The gap fills 2 percent of the column's height but supplies most of its resistance. The column's mean conductivity is $5\times10^{-6}/(8.37\times10^{-8})\approx60$ W/(m K). Weighted by 0.01 and added to the oxide term, it gives $0.60+1.386\approx1.98$ W/(m K).

**Upper bound.** Let $T$ be the true temperature and $T+\theta$ a trial with the same face temperatures, so that $\theta=0$ there. In $\int k|\nabla(T+\theta)|^2dV$ the cross term is

$$2\int k\nabla T\cdot\nabla\theta\,dV=2\oint\theta\,k\nabla T\cdot\mathbf n\,dS-2\int\theta\,\nabla\cdot(k\nabla T)\,dV=0 .$$

The true field again gives the smallest value, $Q\Delta T$. At given $\Delta T$, a trial temperature therefore gives too large a $Q$, and so too high a conductivity.

As a trial, make every horizontal plane isothermal. The layer is then a stack: a thickness $L-g$ with the parallel conductivity 5.386 W/(m K), and a thickness $g$ of plain oxide. Their resistances add:

$$k\le\frac{L}{(L-g)/k_z+g/k_{ox}}=\frac{5}{4.9/5.386+0.1/1.4}=5.10\ \text{W/(m K)},$$

with the lengths in µm.

The numerical solution gives 2.25 W/(m K), and 2.24 on a grid half as fine. It lies between the bounds and much nearer the lower one. Some heat does leave the copper above the gap, pass through the surrounding oxide and return below, which the lower bound forbids. Compared with the lower bound, this sideways flow recovers only 0.27 of the 3.40 W/(m K) that separate that bound from the uninterrupted via. The gain over plain oxide falls from 3.99 to about 0.85 W/(m K), although the copper content has hardly changed. This is why the problem states that the vias run from the bottom face to the top face. A poor thermal contact at the end of a via has a similar effect: it too puts a resistance in series with the copper, although some heat can bypass it through the oxide. The size of the loss depends on where the resistance sits.

### Uniform flux on the top face

Now restore the continuous via, but let the heat enter the top face with the same flux everywhere. The bottom face remains isothermal. The top face no longer has one temperature, so the apparent conductivity is defined with its mean $\overline T$, measured from the bottom face: $k=qL/\overline T$.

The principle used for the lower bound shows the direction of the change. The flux in this case is an allowed trial for isothermal faces at the same $Q$. Its integral $\int|\mathbf q|^2/k\,dV$ equals $\int qT\,dS$ over the top face, which is $Q\overline T$. This cannot be smaller than $Q\Delta T$ of the isothermal case. Hence $\overline T\ge\Delta T$, and the apparent conductivity cannot exceed 5.386 W/(m K).

The numerical value is 1.92 W/(m K) on both grids. It is even lower than for the interrupted via between isothermal faces. Ninety-nine percent of the heat now enters above oxide. To use the copper it must first travel sideways through oxide, and from the rim of the cell to the via wall this is 4.5 µm, nearly as far as the 5 µm straight down to the cold face.

The loss therefore depends on the ratio of cell size to thickness. Let the cell radius $R$ shrink at fixed $f$ and $L$. As a trial flux, let the heat redistribute itself within a top zone of depth $R$ and then follow the parallel pattern below. If all lengths in the zone are scaled together, its resistance per unit area scales as $R$; call it $CR$, with $C$ fixed by the shape and the conductivities. This trial has the prescribed flux on the top face, so its difference $\mathbf p$ from the true flux has $\mathbf p\cdot\mathbf n=0$ there. On the bottom face $T=0$, with temperatures measured from that face. The term $\oint T\,\mathbf p\cdot\mathbf n\,dS$ therefore vanishes again, and the true flux makes the integral $\int|\mathbf q|^2/k\,dV=Q\overline T$ smallest. The trial thus gives too large a mean temperature:

$$\overline T\le q\left[\frac{L-R}{k_z}+CR\right].$$

For $R\ll L$ the right side tends to $qL/k_z$. Together with $\overline T\ge qL/k_z$ from above, this shows that the parallel value returns in the limit $R/L\to0$. The approach is slow, because the extra resistance falls only in proportion to $R$: for the round cell the apparent conductivity is about 4.45 W/(m K) at $R=L/10$ and 4.87 W/(m K) at $R=L/20$. In a 5 µm layer with $f=0.01$ these cells contain vias 0.1 µm wide or narrower, where $k_{cu}$ itself is below the bulk value.

The value 5.39 W/(m K) thus belongs to through-plane flow along uninterrupted vias between isothermal faces. It must not be used for in-plane flow, where heat meets the via walls head-on and has to cross the oxide between one via and the next.

## Calculated quantities

```
INPUTS
copper conductivity: 400 W/(m K)
oxide conductivity: 1.4 W/(m K)
copper area fraction: 0.01
layer thickness: 5.0 um
via diameter: 1.0 um
cell diameter: 10.0 um
mean heat flux: 1.0e+06 W/m^2
mean heat flux, converted: 100 W/cm^2
PARALLEL RULE
copper term: 4.000 W/(m K)
oxide term: 1.386 W/(m K)
through-plane conductivity: 5.386 W/(m K)
rounded: 5.39 W/(m K)
converted: 0.0539 W/(cm K)
gain over plain oxide: 3.85 times
heat carried by copper: 74.3 percent
HEAT EQUATION SOLVED NUMERICALLY
round continuous via: 5.386 W/(m K)
scattered square vias: 5.386 W/(m K)
largest departure from linear profile: 3e-13 of dT
SAME COPPER AS A FLAT SHEET
series rule: 1.414 W/(m K)
numerical solution: 1.414 W/(m K)
TEMPERATURE DROPS AND LOCAL FLUXES
drop with vias: 0.928 K
drop in plain oxide: 3.571 K
flux in copper: 7.427e+07 W/m^2
flux in oxide: 2.599e+05 W/m^2
VIA CUT BY AN OXIDE GAP AT MID-HEIGHT
gap: 0.1 um
lower bound: 1.98 W/(m K)
upper bound: 5.10 W/(m K)
numerical, coarse grid: 2.24 W/(m K)
numerical, fine grid: 2.25 W/(m K)
CONTINUOUS VIA, UNIFORM FLUX ON TOP FACE
apparent conductivity, coarse grid: 1.92 W/(m K)
apparent conductivity, fine grid: 1.92 W/(m K)
```
